# Graphene's acoustic-phonon resistivity: both temperature limits and their first corrections

## Definitions and conventions

The system is a graphene sheet doped to electron density $n$. Its conduction band is $E=\hbar v_Fk$, with degeneracy four (two spins, two valleys). Filling a disc gives $n=4\pi k_F^2/(2\pi)^2$, so $k_F=\sqrt{\pi n}$ and $E_F=\hbar v_Fk_F$. The density of states per area, counting all four copies, is

$$g(E)=\frac{4\cdot2\pi k}{(2\pi)^2}\frac{dk}{dE}=\frac{2E}{\pi\hbar^2v_F^2}.$$

Longitudinal acoustic phonons have $\omega=v_sq$ and stay in equilibrium, with Bose occupation $N$. The sheet has mass $\rho_m$ per area and total area $A$. A displacement $\mathbf u$ shifts the electron energy by $D\,\nabla\!\cdot\mathbf u$, where $D$ is the deformation potential, taken here as unscreened. I assume $v_s\ll v_F$ and $k_BT\ll E_F$, and leave out impurities. SI units are used, $-e$ is the electron charge and $\rho$ is the resistance per square.

An electron on the Fermi circle that turns through $\theta$ exchanges $q=2k_F\sin(\theta/2)$. The largest phonon energy is therefore $2\hbar v_sk_F$, which defines

$$k_BT_{BG}=2\hbar v_sk_F,\qquad t=\frac{T}{T_{BG}},\qquad x=\frac{q}{2k_F}=\sin\frac\theta2 .$$

## The matrix element

One phonon mode has displacement amplitude $\sqrt{\hbar/(2\rho_mA\omega)}$, and the divergence of a longitudinal wave multiplies it by $q$ up to a phase. The band states carry the spinor $(1,e^{i\varphi})/\sqrt2$, where $\varphi$ is the direction of $\mathbf k$. Two of them overlap with weight $|1+e^{i\theta}|^2/4=(1+\cos\theta)/2=1-x^2$. Hence

$$A|M|^2=\frac{D^2\hbar q^2}{2\rho_m\omega}(1-x^2)=\frac{D^2\hbar k_F}{\rho_mv_s}\,x(1-x^2).$$

Exact backscattering, $x=1$, is forbidden.

## From the Boltzmann equation to one integral

Write $f=f_0+(-\partial f_0/\partial E)\,\psi(E)\cos\varphi$. With force $F$ along $x$, detailed balance brings the linearized equation to

$$Fv_F\cos\varphi\left(-\frac{\partial f_0}{\partial E}\right)=\frac1{k_BT}\sum_{k'}f_0(1-f_0')W_{kk'}\left[\psi\cos\varphi-\psi'\cos\varphi'\right],$$

$$W_{kk'}=\frac{2\pi}\hbar|M|^2\left[N\delta(E'-E-\hbar\omega)+(N+1)\delta(E'-E+\hbar\omega)\right].$$

Take $\psi=Fv_F\tau$, independent of energy, as a trial function. With $F=-e\mathcal E$ in a field $\mathcal E$, the current is $-e\,g(E_F)v_F\psi/2$, the half being the mean of $\cos^2\varphi$. So

$$\sigma=\tfrac12e^2v_F^2g(E_F)\tau=\frac{e^2E_F\tau}{\pi\hbar^2}.$$

To find $\tau$, integrate the equation over $E$. The average over $\pm\theta$ turns the bracket into $1-\cos\theta=2x^2$. For absorption of $w=\hbar\omega$, use $f_0(E)[1-f_0(E+w)]=[f_0(E)-f_0(E+w)](N+1)$; the difference of Fermi functions integrates to $w$. Absorption therefore gives $N\cdot w(N+1)$. Emission gives $(N+1)\cdot wN$, and the sum is $2wN(N+1)$. With $k'dk'\simeq k_F\,dE'/(\hbar v_F)$,

$$\frac1\tau=\frac{2\pi}\hbar\,\frac{k_F}{4\pi^2\hbar v_F}\int_0^{2\pi}\!d\theta\;A|M|^2\,2x^2\;\frac{2\hbar\omega N(N+1)}{k_BT}.$$

Put $y=\hbar\omega/(2k_BT)=x/(2t)$. Since $N(N+1)=1/(4\sinh^2y)$, the last factor is $y/\sinh^2y=(2t/x)(y/\sinh y)^2$. Also $\int_0^{2\pi}d\theta=4\int_0^1dx/\sqrt{1-x^2}$. The numerical factors $4\cdot2\cdot2$ make 16:

$$\frac1\tau=\frac{k_F}{2\pi\hbar^2v_F}\,\frac{16\,t\,D^2\hbar k_F}{\rho_mv_s}\int_0^1x^2\sqrt{1-x^2}\left(\frac y{\sinh y}\right)^2dx .$$

Inserting $t=k_BT/(2\hbar v_sk_F)$ and $\rho=\pi\hbar^2/(e^2E_F\tau)$ gives

$$\boxed{\rho=\rho_1T\,R(t)},\qquad \rho_1=\frac{\pi D^2k_B}{4e^2\hbar\rho_mv_s^2v_F^2},$$

$$R(t)=\frac{16}\pi\int_0^1x^2\sqrt{1-x^2}\left(\frac y{\sinh y}\right)^2dx .$$

## High temperature: the linear law and its correction

For large $t$, $y$ is small and $(y/\sinh y)^2=1-y^2/3+\dots=1-x^2/(12t^2)+\dots$. With $x=\sin\alpha$,

$$\int_0^1x^2\sqrt{1-x^2}\,dx=\frac\pi{16},\qquad\int_0^1x^4\sqrt{1-x^2}\,dx=\frac\pi{32},$$

so the weighted mean of $x^2$ is $1/2$ and

$$R=1-\frac1{24t^2}+\dots$$

The leading term is linear in $T$ because each mode holds a number of phonons $k_BT/\hbar\omega$. It is independent of density because $1/\tau$ grows as $E_F$, through the final states, while $\sigma$ is proportional to $E_F\tau$. In this elastic limit $\sigma(E)$ is the same at every energy, so thermal smearing does not change the leading term. Density enters through the correction, since $t\propto1/k_F$.

## Low temperature: the $T^4$ law

For small $t$ the thermal factor confines $x$ to values of order $t$. Put $x=tu$, so $u=\hbar\omega/k_BT$ and $(y/\sinh y)^2=u^2e^u/(e^u-1)^2$. Then

$$R=\frac{16}\pi t^3\int_0^{1/t}\frac{u^4e^u}{(e^u-1)^2}\sqrt{1-t^2u^2}\,du .$$

The upper limit may go to infinity at exponentially small cost, and the root becomes $1-t^2u^2/2$. Integration by parts gives

$$\int_0^\infty\frac{u^4e^u}{(e^u-1)^2}du=4\int_0^\infty\frac{u^3}{e^u-1}du=\frac{4\pi^4}{15},\qquad \int_0^\infty\frac{u^6e^u}{(e^u-1)^2}du=6\cdot5!\,\zeta(6)=\frac{16\pi^6}{21}.$$

Half the ratio of the second to the first is $10\pi^2/7$. Therefore

$$R=\frac{64\pi^3}{15}t^3\left[1-\frac{10\pi^2}7t^2+\dots\right]\simeq132.3\,t^3\left(1-14.1\,t^2\right).$$

With the prefactor $T$ this is $\rho\propto T^4$. In the integral for $1/\tau$ the powers are visible: $dq$ gives one, the squared coupling gives one, and the small-angle factor $1-\cos\theta\propto q^2$ gives two. At fixed $T$, $t^3\propto k_F^{-3}$, so $\rho\propto n^{-3/2}$.

## What the constant trial function misses

The full $\psi$ may depend on energy, and at low temperature this matters at the same order as the correction just found. Let $\epsilon=(E-E_F)/k_BT$, $X=f_0(1-f_0)$ with $\int X\,d\epsilon=1$, and let $u$ now carry a sign, positive for absorption. In scaled form the equation is $L\psi=X$, with

$$(L\psi)(\epsilon)=\int du\,K(\epsilon,\epsilon+u)\left[\psi(\epsilon)-(1-2t^2u^2)\psi(\epsilon+u)\right].$$

An energy transfer $u$ fixes the angle through $x=t|u|$, so the coupling, the angular measure and the phonon occupation combine into

$$K(\epsilon,\epsilon+u)=\frac{4t}\pi\,f_0(\epsilon)\,[1-f_0(\epsilon+u)]\,\frac u{e^u-1}\,\sqrt{1-t^2u^2}$$

for $|u|<1/t$, and zero beyond. This kernel is positive and symmetric in its two energies, and is normalized so that $R_{\rm full}=1/\langle X,\psi\rangle$, where $\langle a,b\rangle=\int ab\,d\epsilon$. The constant trial gives $R=\langle1,L1\rangle$. Since $L$ is symmetric and positive, the Schwarz inequality gives

$$1=\langle1,L\psi\rangle^2\le\langle1,L1\rangle\langle\psi,L\psi\rangle=R/R_{\rm full},$$

so $R$ is an upper bound on $R_{\rm full}$.

For small $t$ split $L=L_0+t^2L_1$, where $L_0$ is the part without $t^2u^2$ in the bracket. It exchanges energy but conserves the direction of motion, so $L_01=0$. Let $a=\langle1,L_11\rangle$, so that $R=t^2a$. Try $\psi=C(1+t^2\chi)$ with $\langle X,\chi\rangle=0$; then $R_{\rm full}=1/C$. At leading order the equation reads $L_0\chi+L_11=aX$. Projecting the whole equation on 1 gives $C(t^2a+t^4\langle1,L_1\chi\rangle)=1$. By symmetry $\langle1,L_1\chi\rangle=\langle aX-L_0\chi,\chi\rangle=-\langle\chi,L_0\chi\rangle$, so

$$R_{\rm full}=R\left[1-t^2\,\frac{\langle\chi,L_0\chi\rangle}a+\dots\right].$$

The $T^4$ coefficient is untouched, but its first correction gains a term. I solved $L\psi=X$ as a linear system on a uniform energy grid. With both quantities evaluated on this same grid, the excess of $R$, relative to $R_{\rm full}$, is 0.645% at $t=0.02$ and 3.92% at $t=0.05$. Divided by $t^2$, these give 16.1 and 15.7. The total correction is thus about $-(14+16)t^2=-30t^2$.

The excess is about 12% at both $t=0.1$ and $t=0.2$, with a maximum near 15% between them, and 1.5% at $t=0.5$. At high temperature, terms odd in $u$ cancel between absorption and emission, so $\psi$ departs from a constant at order $t^{-2}$. The variational error is quadratic in that departure, of order $t^{-4}$, and leaves the $1/(24t^2)$ term intact. At $t=2$ the computed excess is 0.008%.

## Where the laws cross

The two leading laws meet when $132.3\,t^3=1$, that is at $t=0.196$. This is a scale and not a point where either law holds: near it $R$ is about 0.4. From the integral, $R$ is 10% below the linear law at $t=0.62$ and 10% below the $T^4$ law at $t=0.079$. For the full solution, the correction $30t^2$ puts the latter point near $t=0.06$. The temperature $T_{BG}$ itself lies on the linear side.

## Numbers for a sheet on an oxide

Take $n=4\times10^{12}$ cm$^{-2}$ and rough typical graphene values: $v_F=10^6$ m/s, $v_s=2\times10^4$ m/s, $D=18$ eV. Two carbon atoms in a cell of area $\sqrt3a^2/2$, with $a=0.246$ nm, give $\rho_m=7.61\times10^{-7}$ kg/m². Then

$$\rho_1=\frac{\pi(2.88\times10^{-18})^2(1.38\times10^{-23})}{4(1.60\times10^{-19})^2(1.055\times10^{-34})(7.61\times10^{-7})(2\times10^4)^2(10^6)^2}\simeq0.11\ \Omega/\mathrm K .$$

Here $k_F=0.354$ nm$^{-1}$, $E_F=0.233$ eV and $T_{BG}=108$ K. The leading laws cross at 21 K. Numerical integration of $R$ gives:

| $T$ (K) | $\rho_1T$ (Ω) | $\rho$ (Ω) |
|---|---|---|
| 5 | 0.55 | 0.0069 |
| 20 | 2.19 | 0.84 |
| 100 | 10.9 | 10.4 |
| 300 | 32.8 | 32.7 |

At 5 K, $t=0.046$: the correction inside $R$ is 3%, and the energy dependence of $\psi$ would lower the entry by about another 3%. At 20 K, where $t=0.185$, it would lower the entry by about 12%. At 300 K, $\tau=\pi\hbar^2/(e^2E_F\rho)=1.1$ ps, the mean free path $v_F\tau$ is 1.1 µm, and the phonon-limited mobility $1/(ne\rho)$ is about 48,000 cm²/Vs.

With the other parameters fixed, densities of 1, 4 and 16 in units of $10^{12}$ cm$^{-2}$ give 32.8, 32.7 and 32.1 Ω at 300 K, but 0.049, 0.0069 and 0.00088 Ω at 5 K. The low-temperature ratios, 7.1 and 7.8, approach the limiting value $4^{3/2}=8$ as $t$ falls. These figures use the constant trial function. The energy dependence of $\psi$ lowers the 5 K value at the lowest density by about a tenth, to 0.044 Ω, and the ratios to 6.6 and 7.6.

## The model beside real graphene

Measured slopes for graphene on oxide are roughly 0.1 Ω/K, but the agreement is no independent prediction: $D$ near 18 eV is an effective value of the size such slopes require. Since $\rho_1\propto D^2$, 10 eV would give 0.034 and 30 eV would give 0.30 Ω/K. Real sheets on oxide also contain charged impurities. A rough total mobility of $10^4$ cm²/Vs at this density means about 160 Ω, of which the model's phonons supply 33 Ω at 300 K.

**Screening.** A scalar potential is screened by the electrons. In the Thomas-Fermi model $|M|^2$ gains the factor $[q/(q+q_{TF})]^2$, with $q_{TF}=e^2g(E_F)/(2\epsilon_0\kappa)$. For mean permittivity $\kappa=2.5$, $q_{TF}/2k_F=1.75$, and integration with the coupling taken at $E_F$ gives 0.08 of the unscreened resistivity at 300 K. With screening $\sigma(E)$ is no longer constant: it grows as $1/E^2$ towards the Dirac point, so its thermal average diverges unless other scattering limits the states there. Leaving out states within 10 to 50 meV of the Dirac point lowers the ratio to about 0.07; a cut at 1 meV gives 0.06 and a cut at 0.1 meV gives 0.02. At low $T$ the factor adds $q^2$, and the law tends to $T^6$. This limit is reached only far below $T_{BG}$: at 5 K the constant trial function still gives a local power of about 5.6.

**Strain as a gauge field.** Shear strain also couples to the spinor as an in-plane vector, through $g_A[(u_{xx}-u_{yy})\sigma_x-2u_{xy}\sigma_y]$ with strain components $u_{ij}$ and Pauli matrices $\sigma_x,\sigma_y$, and is not screened in this way. On the Fermi circle the squared spinor factors are $\sin^23\varphi_q$ for longitudinal and $\cos^23\varphi_q$ for transverse phonons, $\varphi_q$ being the direction of $\mathbf q$. Weighted with $1-\cos\theta$, each averages to $1/2$, against $1/4$ for the scalar coupling. The slope is then $2(g_A/D)^2[1+(v_s/v_{TA})^2]\rho_1$. Rough values $g_A=4$ eV and $v_{TA}=1.3\times10^4$ m/s give 0.036 Ω/K. With these couplings, gauge and screened scalar terms together do not reach 0.11 Ω/K, but the gauge slope scales as $g_A^2$, and $g_A\simeq6.9$ eV would supply 0.11 Ω/K alone. Nearest-neighbour hopping $\gamma_0=2.7$ eV, with the atoms following the strain rigidly, gives $g_A=3\beta\gamma_0/4$, where $\beta=-d\ln\gamma_0/d\ln(\text{bond length})$. For $\beta$ between 2 and 3.4 this is 4 to 7 eV, so the microscopic origin of the effective $D$ is not settled by this estimate.

**Optical modes.** For a mode of energy $\hbar\omega_0$, the golden rule at $E_F$ gives

$$\frac1\tau=\sum_\pm\frac{2\pi}\hbar\,\frac{g(E_F\pm\hbar\omega_0)}4\,\big\langle A|M|^2(1-\cos\theta)\big\rangle_\theta\,\frac{2N}{1+e^{-\hbar\omega_0/k_BT}} .$$

An intrinsic mode at 0.16 eV with $A|M|^2=D_o^2\hbar/(2\rho_m\omega_0)$ and a rough $D_o=100$ eV/nm gives 0.7 Ω at 300 K from this rate. That is too low, because scattering by the mode is stronger for electrons away from $E_F$. Solving the Boltzmann equation over all energies, with the mode added to elastic acoustic scattering, gives about 2 Ω. An oxide surface mode at 59 meV has

$$A|M|^2=\frac{e^2\hbar\omega_0}{2\epsilon_0q}\left(\frac1{4.4}-\frac1{4.9}\right)e^{-2qd}\,\frac{1+\cos\theta}2,$$

for rough oxide permittivities 3.4 above and 3.9 below the mode, and a gap $d=0.3$ nm. The rate at $E_F$ gives about 4 Ω with the screening factor above and 66 Ω without it; the solution over all energies gives about 6 and 92 Ω with the chemical potential held at $E_F$, and 6 and 94 Ω at fixed density. The surface mode is thus much the less certain of the two at room temperature. In the solution over all energies its contribution grows roughly as $T^{1.8}$ to $T^{1.9}$ near 300 K, so one near the unscreened size would spoil the linear law there.
